Similarity solution for dopant redistribution during parabolic oxidation

**The problem.** A silicon wafer with uniform dopant concentration C_b is oxidized from a bare surface. The oxide thickness follows the purely parabolic law

X(t) = √(Bt).

Growing a thickness X of oxide consumes a thickness s = αX of silicon, with α ≈ 0.44. Let x be the depth measured from the original silicon surface, so that at time t silicon occupies x > s(t). The wafer is treated as infinitely deep, and the problem is one-dimensional.

The dopant diffuses in silicon with a constant diffusivity D:

C_t = D C_xx for x > s(t).

Subscripts t and x denote derivatives, and a prime on X or s denotes d/dt. The interface is assumed to be in segregation equilibrium, with the convention

m = (concentration in silicon)/(concentration in oxide), both taken at the interface.

C_s(t) is the concentration on the silicon side of the interface. Diffusion inside the oxide is neglected until part (f), and no dopant leaves through the outer oxide surface.

**(a) Find the condition that the moving interface imposes on C.**

*Solution.* Take a fixed depth L, so deep that C is still uniform there. The dopant per unit area in the silicon above L changes because the lower limit of the integral moves and because dopant diffuses:

d/dt ∫ₛᴸ C dx = −s′C_s + ∫ₛᴸ D C_xx dx = −s′C_s − D C_x(s).

The gradient at L has been set to zero. In the same time the oxide gains new thickness at the rate X′, filled at concentration C_s/m, so its dopant content grows at the rate X′C_s/m. The total is conserved:

−αX′C_s − D C_x(s) + X′C_s/m = 0,

D C_x(s) = X′C_s (1/m − α).   (1)

The term in 1/m is what the new oxide takes up. The term in α is what the advancing interface sweeps up from the silicon it consumes. If the uptake is larger, C_x(s) > 0 and dopant must diffuse towards the interface. If the sweep is larger, dopant is pushed into the silicon. The two balance when m = 1/α ≈ 2.27, not when m = 1, because a given thickness of silicon becomes a larger thickness of oxide.

**(b) What do scaling and uniqueness say about C_s(t)?**

*Solution.* Suppose C(x,t) is a solution. For any k > 0 define C_k(x,t) = C(kx, k²t), and check each part of the problem.

- Diffusion equation: both ∂/∂t and ∂²/∂x² produce a factor k², so it still holds.
- Interface path: s(k²t) = k s(t), so the point kx lies on the interface at time k²t when x lies on it at time t.
- Condition (1): the left side gains a factor k. On the right, X′ ∝ t^(−1/2) gives X′(k²t) = X′(t)/k, that is, kX′(k²t) = X′(t). The condition therefore holds for C_k.
- Initial state: a uniform C_b is unchanged.

So C_k solves the same problem as C. If the solution is unique, the two are equal.

To prove uniqueness, consider solutions for which ∫|C − C_b| dx is finite and tends to zero as t → 0. Let u be the difference of two of them. It obeys the diffusion equation and condition (1), both of which are linear. Divide the silicon into intervals on which u has one sign. The inner end points of these intervals may move, but u = 0 there, so their motion contributes nothing. Hence

d/dt ∫|u| dx = −s′|u_s| + D ∫ sgn(u) u_xx dx.

On each interval the last integral is the difference of sgn(u)u_x between its two ends. Where |u| falls to zero at a right end, sgn(u)u_x ≤ 0; where it rises from zero at a left end, sgn(u)u_x ≥ 0. All inner ends therefore contribute zero or less, and only the interface term remains to be evaluated:

d/dt ∫|u| dx ≤ −αX′|u_s| − D sgn(u_s) u_x(s).

By (1), D sgn(u_s)u_x(s) = X′|u_s|(1/m − α). The terms in α cancel:

d/dt ∫|u| dx ≤ −X′|u_s|/m ≤ 0.   (2)

The integral starts from zero, cannot be negative and cannot grow. Hence u = 0, for every value of m.

It follows that C(kx, k²t) = C(x,t) for every k. Choosing k = 1/√t gives C(x,t) = C(x/√t, 1), so C depends on x/√t alone. The interface lies at s/√t = α√B, a fixed value of that variable. Therefore C_s does not change with time for t > 0. It jumps from C_b to its final value at t = 0+, when the ideal growth rate is infinite.

**(c) Find the profile and the value of C_s.**

*Solution.* Use the dimensionless variable and interface position

η = x/(2√(Dt)), λ = s/(2√(Dt)) = (α/2)√(B/D).

With C = F(η), the derivatives are C_t = −(η/2t)F′ and C_xx = F″/(4Dt), where primes on F mean d/dη. The diffusion equation becomes

F″ + 2ηF′ = 0, so F′ = K exp(−η²).

Integrate once more, using F → C_b deep in the silicon and F(λ) = C_s:

C = C_b + (C_s − C_b) erfc(η)/erfc(λ).   (3)

Here erfc(η) = (2/√π)∫ exp(−y²) dy from η to ∞, whose derivative is −(2/√π)exp(−η²). Since ∂η/∂x = 1/(2√(Dt)), the diffusive term in (1) is

D C_x(s) = √(D/t) (C_b − C_s) exp(−λ²)/(√π erfc λ).

For the right side of (1), the definition of λ gives √B = 2λ√D/α, so

X′ = ½√(B/t) = (λ/α)√(D/t).

The factor √(D/t) cancels, which confirms that a constant C_s is consistent:

(C_b − C_s) exp(−λ²)/(√π erfc λ) = λC_s [1/(αm) − 1].

Define

g(λ) = √π λ exp(λ²) erfc(λ).

Then exp(−λ²)/(√π erfc λ) = λ/g, and the condition reads C_b − C_s = gC_s[1/(αm) − 1]. Solving for C_s,

C_s/C_b = 1/{1 + g(λ)[1/(αm) − 1]}.   (4)

**(d) What range of C_s is possible, and what are the limits of slow and fast oxidation?**

*Solution.* Substitute y = λ + u in the integral for erfc, and then v = 2λu:

g = 2λ ∫₀^∞ exp(−u² − 2λu) du = ∫₀^∞ exp[−v − v²/(4λ²)] dv.

The integrand rises with λ at every v > 0, so g rises steadily from 0 to 1. Rewrite (4) as

C_b/C_s = (1 − g)·1 + g·1/(αm).

This is a weighted mean of 1 and 1/(αm). So C_s is positive and lies between C_b and αmC_b, moving from the first to the second as λ increases.

For slow oxidation, λ → 0, diffusion levels the profile and C_s → C_b. For fast oxidation, λ → ∞, the limit is C_s → αmC_b. In that limit the oxide must accept all the dopant in the silicon consumed, so αC_b = C_s/m.

The silicon is depleted at the interface for αm < 1, enriched for αm > 1 and left uniform for αm = 1. With the value of λ used in part (g), a dopant with m = 1 has C_s/C_b = 0.55: equal solubility in the two materials still gives strong depletion.

**(e) How wide is the disturbed layer, and where does the dopant go?**

*Solution.* For αm ≠ 1, define an integral width measured from the moving interface:

w = ∫ₛ^∞ (C − C_b)/(C_s − C_b) dx = [2√(Dt)/erfc λ] ∫_λ^∞ erfc(η) dη.

Integration by parts gives

∫_λ^∞ erfc(η) dη = −λ erfc λ + (2/√π)∫_λ^∞ η exp(−η²) dη = exp(−λ²)/√π − λ erfc λ.

Dividing by erfc λ and using the definition of g,

w = 2√(Dt)(λ/g − λ) = s(1/g − 1).   (5)

Since s ∝ √t and g is constant, w ∝ √t. The width does not depend on m, which sets the amplitude and sign of the disturbance.

For slow oxidation g ≈ √π λ, and w → 2√(Dt/π), an ordinary diffusion length. For fast oxidation, expanding exp[−v²/(4λ²)] in the integral for g gives g ≈ 1 − 1/(2λ²). Then w ≈ s/(2λ²) = 2Dt/s = D/s′, the distance over which diffusion can keep ahead of the interface.

The dopant balance provides a second derivation of C_s. The oxide holds what was in the consumed silicon plus what the layer has lost:

C_b s + (C_b − C_s)w = XC_s/m.   (6)

Insert (5), put X = s/α and divide by s:

C_b + (C_b − C_s)(1/g − 1) = C_s/(αm).

The terms in C_b add to C_b/g. Multiplying by g gives C_b = C_s[1 − g + g/(αm)], which is (4).

**(f) Does diffusion in the oxide spoil the result?**

*Solution.* Because C_s is constant, all the oxide is formed with the same concentration C_s/m. It has no gradient, so with a closed outer surface the same fields solve the problem for any oxide diffusivity D_ox.

The opposite extreme is an outer surface that removes all dopant reaching it. Let y be the distance from that surface. Old oxide is at rest in this frame, and new oxide appears at y = X. With concentration zero at y = 0 and C_s/m at y = X, the similarity solution is

C_ox(y,t) = (C_s/m) erf[y/(2√(D_ox t))]/erf(μ), μ = X/(2√(D_ox t)) = ½√(B/D_ox).

The interface must now supply the new oxide and also the diffusive flux D_ox ∂C_ox/∂y at y = X. Differentiation gives this flux as

(C_s/m)√(D_ox/t) exp(−μ²)/(√π erf μ).

The first contribution is X′C_s/m with X′ = μ√(D_ox/t). The ratio of the second to the first is

q = exp(−μ²)/(√π μ erf μ).

This is constant, so similarity survives. The only change in (1) and (4) is that 1/m becomes (1 + q)/m.

**(g) Evaluate the result for boron and phosphorus in wet oxidation near 1100 °C.**

*Solution.* Take the rough, rounded values B = 0.50 µm²/h and D = 0.050 µm²/h for both dopants, with C_b = 1.0×10¹⁶ cm⁻³. Let m = 0.3 for boron and m = 10 for phosphorus. Then

λ = 0.22 × √(0.50/0.050) = 0.696, g = 0.651.

At 1 h, X = √0.50 = 0.707 µm and s = 0.44 × 0.707 = 0.311 µm. The width is

w = 0.311 × (1/0.651 − 1) = 0.167 µm.

At 4 h all three lengths have doubled: X = 1.414 µm, s = 0.622 µm and w = 0.334 µm.

For boron αm = 0.132, and

C_s/C_b = 1/[1 + 0.651 × (1/0.132 − 1)] = 1/5.28 = 0.19.

For phosphorus αm = 4.4, and

C_s/C_b = 1/[1 + 0.651 × (1/4.4 − 1)] = 1/0.497 = 2.0.

At 1 h and 0.3 µm below the interface, boron has recovered to 0.87 C_b and phosphorus has fallen to 1.17 C_b. At 4 h the same values are found at 0.6 µm, because the profile has stretched by a factor of two.

The balance (6) at 1 h, in units of 10¹¹ cm⁻², reads for boron

3.11 (consumed silicon) + 1.35 (drawn from the layer) = 4.47 (oxide), within rounding,

and for phosphorus

3.11 − 1.69 = 1.42.

More than half of the phosphorus in the consumed silicon has been pushed ahead of the interface.

A direct numerical solution of the moving-interface problem, started from uniform doping, tests the constancy of C_s. At 0.01, 0.25, 1 and 4 h it gives C_s/C_b = 0.1895 each time for boron, and 2.0115, 2.0111, 2.0110 and 2.0110 for phosphorus. The largest deviation from (4), relative to the value of (4), is 2.2×10⁻⁴.

**(h) Real oxidation also has a linear term, X² + AX = Bt. What does it do to C_s?**

*Solution.* Add A²/4 to both sides and take the square root:

X + A/2 = √[B(t + t₀)], t₀ = A²/(4B).

Growth is parabolic on a clock that is ahead by t₀. The interface is offset by a constant distance, which does not affect the diffusion equation, and X′ in (1) is the parabolic rate at time t + t₀. The difference from the similarity solution lies in the starting state: at t = 0 the silicon is uniform, whereas the similarity solution at clock time t₀ already has a disturbed layer. C_s is then no longer constant, but it approaches (4) as this initial difference fades.

With the rough value A = 0.11 µm, typical of a (111) surface (a (100) surface has a larger A and so a longer transient), t₀ = 0.006 h, about 22 s. At 0.01, 0.25, 1 and 4 h the numerical solution gives

boron: 0.207, 0.1897, 0.1895, 0.1895,

phosphorus: 1.62, 1.95, 1.99, 2.00.

Phosphorus settles more slowly, and (2) shows why. The initial difference u has one sign throughout. It keeps that sign, since the argument leading to (2) also applies to the positive or negative part of u alone. There are then no inner sign changes, and (2) becomes an equality: ∫|u| dx falls at the rate X′|u_s|/m. For large m the oxide removes the difference only slowly, and |u_s| falls mainly because the difference spreads over a width growing as √t. If none were removed, |u_s| would fall roughly as t^(−1/2), by a factor of 2 for each fourfold increase in time. The computed distances from 2.011 at 0.25, 1 and 4 h are 0.062, 0.025 and 0.010, a factor of about 2.5 each time. For boron, with m = 0.3, uptake by the oxide removes the difference much faster.

The thickness itself is affected for longer. At 1 h the linear term lowers X from 0.707 to 0.654 µm, or by 7%.

**(i) How far can the numbers be trusted for a real wafer?**

*Solution.* One important uncertainty is in m, which depends on temperature and ambient and is known only roughly. With everything else fixed, halving or doubling m changes C_s/C_b for boron from 0.19 to 0.10 or 0.36, and for phosphorus from 2.0 to 1.6 or 2.4. Real oxidation also breaks the assumption of constant D, because it injects silicon interstitials that speed up the diffusion of both dopants. As a rough measure, doubling D at fixed B and m changes C_s/C_b to 0.22 for boron and 1.7 for phosphorus, about 15% in each case, and widens the layer at 1 h from 0.167 to 0.265 µm. The real enhancement varies with time, and C_s then need not stay constant.

Loss through the oxide is a weak effect. Even with a perfectly absorbing outer surface, lowering C_s by 1% requires D_ox = 0.037 µm²/h for boron and 0.052 µm²/h for phosphorus. These values are comparable with D in silicon, while both dopants normally diffuse far more slowly in lightly doped oxide such as forms here; in heavily phosphorus-doped oxide the diffusivity can be much larger.

The internal electric field can also be neglected at this doping. For acceptors, neutrality p − n = C and pn = n_i² give p = ½[C + √(C² + 4n_i²)]. The field that stops the hole current drives the ions as well, and raises D by the fraction

C d(ln p)/dC = C/√(C² + 4n_i²).

The result for donors is the same with n in place of p. With n_i ≈ 10¹⁹ cm⁻³ the increase is at most 0.05% for boron and 0.10% for phosphorus. It would matter once C became comparable with n_i.

Three limits remain unsized. A real interface can trap dopant, phosphorus in particular, in a thin interfacial layer that a single ratio m does not describe. A finite rate of dopant transfer across the interface could invalidate segregation equilibrium at the earliest times, when the oxide grows fastest. Under the purely parabolic law, (1) then demands a flux that diverges as t^(−1/2); the linear term removes the divergence by limiting X′ to B/A. Near mask edges the oxidation is two-dimensional, and the present solution does not apply.

Calculated quantities

```
B = 0.50 um^2/h, A = 0.11 um, D = 0.050 um^2/h (rough)
alpha = 0.44, 1/alpha = 2.273
Cb = 1.0e+16 cm^-3, intrinsic density = 1.0e+19 cm^-3 (rough)
lambda = 0.6957, g = 0.6506
t = 1 h: X = 0.7071 um, s = 0.3111 um, w = 0.1671 um
t = 4 h: X = 1.4142 um, s = 0.6223 um, w = 0.3342 um
m = 1: Cs/Cb = 0.5470
largest relative error of simulated Cs = 2.2e-04
linear-parabolic X at 1 h = 0.6542 um, at 4 h = 1.3603 um
clock shift A^2/(4B) = 0.00605 h
w at 1 h with D doubled = 0.2645 um
--- boron, m = 0.3, alpha*m = 0.132
Cs/Cb = 0.1895, Cs = 1.895e+15 cm^-3, C_oxide = 6.315e+15 cm^-3
simulated Cs/Cb at 0.01, 0.25, 1, 4 h: 0.1895, 0.1895, 0.1895, 0.1895
C/Cb at 1 h, z = 0.1, 0.3, 0.6, 1.0 um: 0.5175, 0.8672, 0.9901, 0.9999
doses 1 h, cm^-2: consumed 3.111e+11, from layer 1.354e+11, oxide 4.466e+11
doses 4 h, cm^-2: consumed 6.223e+11, from layer 2.709e+11, oxide 8.931e+11
linear-parabolic Cs/Cb at 0.01, 0.25, 1, 4 h: 0.2068, 0.1897, 0.1895, 0.1895
Cs/Cb with D doubled = 0.2196
Cs/Cb with m halved = 0.0980, doubled = 0.3554
oxide diffusivity for 1% lower Cs (sink) = 0.0372 um^2/h
field enhancement of D at most 0.050 %
--- phosphorus, m = 10.0, alpha*m = 4.400
Cs/Cb = 2.0110, Cs = 2.011e+16 cm^-3, C_oxide = 2.011e+15 cm^-3
simulated Cs/Cb at 0.01, 0.25, 1, 4 h: 2.0115, 2.0111, 2.0110, 2.0110
C/Cb at 1 h, z = 0.1, 0.3, 0.6, 1.0 um: 1.6018, 1.1657, 1.0123, 1.0001
doses 1 h, cm^-2: consumed 3.111e+11, from layer -1.689e+11, oxide 1.422e+11
doses 4 h, cm^-2: consumed 6.223e+11, from layer -3.379e+11, oxide 2.844e+11
linear-parabolic Cs/Cb at 0.01, 0.25, 1, 4 h: 1.6175, 1.9487, 1.9856, 2.0007
Cs/Cb with D doubled = 1.7171
Cs/Cb with m halved = 1.5501, doubled = 2.3623
oxide diffusivity for 1% lower Cs (sink) = 0.0521 um^2/h
field enhancement of D at most 0.101 %
```
